# Why the Mott–Schottky Line Misses Flat Band by kT/e

A tin dioxide electrode with $10^{17}$ donors per cm³ is modelled in contact with an aqueous electrolyte at 298.15 K. Its capacitance per area $C$ is computed from the nonlinear Poisson equation. A straight line fitted to $1/C^2$ between 0.25 and 1.00 V positive of flat band extrapolates to zero at 25.68 mV, not at flat band. At flat band itself $1/C^2$ is 1.51 cm⁴/µF², so the curve does not vanish there either. The thermal voltage $kT/e$ is 25.69 mV. Why does a thermal voltage appear in the intercept, when the slope contains no temperature?

## The model and its signs

The semiconductor fills $x>0$, with the electrolyte at $x<0$. It is n-type, with permittivity $\varepsilon$ and a uniform density $N$ of fixed, fully ionised donors. It is much thicker than the charged layer, so its interior is neutral and free of field. Holes and surface states are absent, and the electrons are in equilibrium with the interior at every potential. This requires a blocking contact in the dark.

Let $E$ be the electrode potential, $E_{fb}$ its value when the semiconductor carries no charge, and $V=E-E_{fb}$. At first all of $V$ falls inside the semiconductor:

$$V=\phi_{\rm bulk}-\phi_{\rm surface}.$$

For $V>0$ the surface is at lower potential than the interior. Electrons have charge $-e$, so their energy is higher at the surface and they withdraw from it, leaving positive donors. The electrode charge per area is $Q=\int_0^\infty\rho\,dx>0$, where $\rho$ is the charge density, and $C=dQ/dV$ is the static differential capacitance.

With the field $F=-d\phi/dx$, Gauss's law gives $\varepsilon[F(\infty)-F(0)]=Q$. Since $F(\infty)=0$,

$$F(0)=-\frac{Q}{\varepsilon}. \tag{1}$$

The field points towards the electrolyte.

## First derivation: solving for the charge

Assume that the electrons are dilute enough for Boltzmann statistics. Define

$$y=\frac{e(\phi-\phi_{\rm bulk})}{kT},\qquad v=\frac{eV}{kT},\qquad L_D^2=\frac{\varepsilon kT}{e^2N}.$$

The electron density is $n=Ne^{y}$, which equals $N$ in the interior and falls where $\phi$ falls. The charge density is therefore $\rho=eN(1-e^y)$. Poisson's equation $\phi''=-\rho/\varepsilon$, multiplied by $e/kT$, becomes

$$y''=-\frac{1-e^y}{L_D^2}. \tag{2}$$

Multiply by $y'$. The left side is the derivative of $y'^2/2$, and the right side is the derivative of $(e^y-y)/L_D^2$. Hence

$$\frac{y'^2}{2}=\frac{e^y-y}{L_D^2}+\text{constant}.$$

In the interior $y=y'=0$, so the constant is $-1/L_D^2$. At the surface $y=-v$, which gives

$$y'(0)^2=\frac{2}{L_D^2}\left(v-1+e^{-v}\right).$$

By (1), $Q=-\varepsilon F(0)=\varepsilon(kT/e)\,y'(0)$. Squaring, and using $\varepsilon^2(kT/e)^2/L_D^2=\varepsilon NkT$,

$$Q^2=2\varepsilon NkT\left(v-1+e^{-v}\right). \tag{3}$$

Now differentiate (3) with respect to $V$, remembering that $dv/dV=e/kT$:

$$2QC=2\varepsilon eN\left(1-e^{-v}\right),\qquad C=\frac{\varepsilon eN(1-e^{-v})}{Q}.$$

Inverting, squaring and inserting (3) gives

$$\frac1{C^2}=\frac{2}{e\varepsilon N}\,\frac{kT}{e}\,\frac{v-1+e^{-v}}{(1-e^{-v})^2}. \tag{4}$$

This holds at every bending for which the model holds. To extract the line, set $q=e^{-v}$, which is small under depletion. Since $(1-q)^{-2}=1+2q+\dots$,

$$\frac{v-1+q}{(1-q)^2}=(v-1)+\left[1+2(v-1)\right]q+\dots=(v-1)+(2v-1)e^{-v}+\dots$$

Dropping the exponentially small part leaves the Mott–Schottky line,

$$\boxed{\frac1{C^2}=\frac{2}{e\varepsilon N}\left(V-\frac{kT}{e}\right),\qquad eV\gg kT.} \tag{5}$$

The dopant density sets the slope once the permittivity is known. The extrapolated zero is at $E_{fb}+kT/e$.

**Near flat band** the line fails. For small $v$,

$$v-1+e^{-v}=\frac{v^2}{2}\left(1-\frac v3+\dots\right),\qquad (1-e^{-v})^2=v^2(1-v+\dots),$$

so the ratio in (4) is $\tfrac12(1+\tfrac23v+\dots)$, and

$$\frac1{C^2}=\frac{kT}{e^2\varepsilon N}\left(1+\frac{2v}{3}+\dots\right)=\frac{L_D^2}{\varepsilon^2}\left(1+\frac{2v}{3}+\dots\right).$$

At flat band the capacitance is finite, $C=\varepsilon/L_D$, because mobile electrons respond over a Debye length. The slope there is $2/(3e\varepsilon N)$, one third of its value under depletion. The slope rises smoothly from one value to the other, so a fit that reaches down to flat band comes out too shallow and overestimates $N$.

**For a p-type electrode** with acceptor density $N$, the holes have density $Ne^{-y}$ and $\rho=-eN(1-e^{-y})$. Written for $\hat y=-y$, Poisson's equation is again (2), but the surface value is $\hat y=+v$ instead of $-v$. Every result follows with $V$ replaced by $-V$:

$$\frac1{C^2}=\frac{2}{e\varepsilon N}\left(-V-\frac{kT}{e}\right).$$

Depletion now needs negative $V$, the slope is negative, and the zero lies $kT/e$ negative of flat band. The computed p-type curve, with the same parameters, has its fitted zero at −25.68 mV.

## Second derivation: balancing forces

The same line follows from forces, without first finding how the electron density depends on potential. Let $p(x)$ be the pressure of the electron gas. In equilibrium the pressure force on each thin slice balances the electric force on its electrons:

$$-\frac{dp}{dx}-enF=0. \tag{6}$$

Since $F<0$, the pressure rises towards the interior: the field holds the electrons away from the surface. Integrate (6) from the surface, where the pressure is $p_s$, to the interior, where it is $P$:

$$P-p_s=-e\int_0^\infty nF\,dx. \tag{7}$$

Next take the electric force per area on all the charge in the layer. Gauss's law in local form is $\rho=\varepsilon\,dF/dx$, so

$$\int_0^\infty\rho F\,dx=\varepsilon\int_0^\infty F\frac{dF}{dx}\,dx=-\frac{\varepsilon F(0)^2}{2}=-\frac{Q^2}{2\varepsilon}. \tag{8}$$

The same force is the sum of the forces on donors and electrons. With $\rho=e(N-n)$,

$$\int_0^\infty\rho F\,dx=eN\int_0^\infty F\,dx-e\int_0^\infty nF\,dx=-eNV+(P-p_s).$$

The first term uses $\int_0^\infty F\,dx=\phi_{\rm surface}-\phi_{\rm bulk}=-V$, and the second uses (7). Equating this with (8),

$$\frac{Q^2}{2\varepsilon}=eNV-(P-p_s). \tag{9}$$

The donors are pulled towards the surface with force $eNV$ per area. The electrons are pushed the other way with force $P-p_s$. The difference is the net electrostatic pull on the layer.

Under depletion the surface holds practically no electrons, so $p_s$ and its change with $V$ can be dropped. Differentiating (9) gives $QC/\varepsilon=eN$, or $C=\varepsilon eN/Q$. Therefore

$$\frac1{C^2}=\frac{Q^2}{(\varepsilon eN)^2}=\frac{2\varepsilon(eNV-P)}{(\varepsilon eN)^2}=\frac{2}{e\varepsilon N}\left(V-\frac{P}{eN}\right). \tag{10}$$

A dilute electron gas has $P=NkT$, so $P/(eN)=kT/e$ and (10) becomes (5).

This answers the opening question. The slope comes from the fixed donors, whose density does not depend on temperature. The offset is the pressure of the interior electrons divided by the donor charge density. If the layer is instead taken as completely empty up to a sharp edge at $x=W$, with neutral material beyond, then $V=eNW^2/(2\varepsilon)$ and $C=\varepsilon/W$, so $1/C^2=2V/(e\varepsilon N)$. The slope is right and the offset is missing, because a sharp edge at zero field has no force to hold back the electron pressure behind it.

## What each derivation assumes

Both derivations use a flat interface, uniform fixed donors, Poisson's equation and a neutral interior in equilibrium with the layer. They are not independent in mathematics: for $p=nkT$, equation (9) reproduces (3). They differ in what must be known about the electrons.

The first needs the density at every potential, here through Boltzmann's law. In return it gives the whole curve, including flat band and the size of the error in the line. The second needs the interior pressure and an empty surface. It gives the line alone, but for any electron gas whose pressure depends on its local density. Two changes of assumption show the use of this.

**Degenerate electrons.** For a parabolic band with effective density of states $N_c$ and reduced chemical potential $\eta$, measured from the band edge, $N=N_c\mathcal F_{1/2}(\eta)$. Here $\mathcal F_j$ is the Fermi integral normalised so that $\mathcal F_j\to e^\eta$ at low density. The relation $dP=N\,d\mu$, with $d\mu=kT\,d\eta$ and $d\mathcal F_{3/2}/d\eta=\mathcal F_{1/2}$, gives $P=N_ckT\mathcal F_{3/2}(\eta)$. The offset is then

$$\frac{P}{eN}=\frac{kT}{e}\frac{\mathcal F_{3/2}(\eta)}{\mathcal F_{1/2}(\eta)}. \tag{11}$$

At low density, with $z=e^\eta$, the integrals are $\mathcal F_j=z-z^2/2^{j+1}+\dots$. Their ratio is $1+z(2^{-3/2}-2^{-5/2})=1+2^{-5/2}z$, and to this order $z=N/N_c$. At high density $\mathcal F_j\to\eta^{j+1}/\Gamma(j+2)$, the ratio tends to $2\eta/5$, and the offset tends to two fifths of the Fermi energy divided by $e$. It is then no longer a thermal voltage.

**Partly neutral donors.** Suppose that a fraction $f$ of the donors is ionised in the interior and that donors stay in equilibrium with the electrons. Let $u=e(\phi_{\rm bulk}-\phi)/kT$. For dilute electrons the ratio of neutral to ionised donors is proportional to $n$, hence to $e^{-u}$. The ionised density is therefore $N/(1+ae^{-u})$ with $a=(1-f)/f$. In (9) the donor force $eNV$ is replaced by

$$NkT\int_0^v\frac{du}{1+ae^{-u}}=NkT\left[\ln(e^v+a)-\ln(1+a)\right]\to NkT(v+\ln f),$$

because $1+a=1/f$ and $e^v\gg a$. The interior pressure is $fNkT$. The difference is $NkT[v-(f-\ln f)]$, so the offset is $(kT/e)(f-\ln f)$. The slope still gives the total donor density $N$, since donors in the depleted region are ionised. For $f=1-\delta$ the factor is $1+\delta^2/2+\dots$: the lower pressure and the weaker pull on the donors cancel to first order.

## A Helmholtz layer in series

Part of the applied potential falls across the compact layer of the electrolyte. Give that layer a constant capacitance $C_H$. The total potential from flat band is $V_t=V+Q/C_H$, and the measured capacitance $C_t$ obeys

$$\frac1{C_t}=\frac{dV_t}{dQ}=\frac1C+\frac1{C_H}=\frac{Q}{\varepsilon eN}+\frac1{C_H}.$$

Square this, and replace $Q^2/(\varepsilon eN)^2$ by (5):

$$\frac1{C_t^2}=\frac{2}{e\varepsilon N}\left(V-\frac{kT}{e}+\frac{Q}{C_H}\right)+\frac1{C_H^2}=\frac{2}{e\varepsilon N}\left(V_t-\frac{kT}{e}+\frac{e\varepsilon N}{2C_H^2}\right).$$

The cross term supplies the missing potential, so the slope against total potential is unchanged. The zero moves to $kT/e-e\varepsilon N/(2C_H^2)$. With an artificially small $C_H=1$ µF/cm² the formula puts it at 17.18 mV, and a fit to the Poisson solution gives 17.16 mV.

## Reading the numbers

Take a relative permittivity of 12, so that $\varepsilon=1.0625\times10^{-12}$ F/cm. Then

$$\frac{2}{e\varepsilon N}=\frac{2}{(1.602\times10^{-19})(1.0625\times10^{-12})(10^{17})}=1.175\times10^{14}\ \frac{\text{cm}^4}{\text{F}^2\,\text{V}},$$

or 117.5 cm⁴/(µF² V). In reverse, the computed curve has $1/C^2=55.72$ at 0.50 V and 114.47 at 1.00 V, in cm⁴/µF². Its slope is $(114.47-55.72)/0.50=117.5$, which returns $N=10^{17}$ cm⁻³. Its zero is at $1.00-114.47/117.5=0.026$ V. Subtracting $kT/e$ recovers flat band.

At 1 V, $v=1/0.02569=38.9$. With $L_D=13.05$ nm, the effective depletion width is

$$W=\frac{\varepsilon}{C}=L_D\sqrt{2(v-1)}=13.05\times8.71=114\ \text{nm},$$

and the capacitance is 0.0935 µF/cm², against 0.814 µF/cm² at flat band.

The line becomes accurate quickly. At 0.10 V the curve gives 9.16 and the line 8.73 cm⁴/µF². The difference is 0.43, and the leading correction $(2v-1)e^{-v}$ predicts 0.42. At 0.20 V the two differ by 0.1% of the curve's value. At the line's own zero the curve stands at 2.78 cm⁴/µF², so the intercept is a property of the extrapolation.

The fitted zero, 25.68 mV, falls short of $kT/e$ by 0.017 mV. At the lower end of the fit, 0.25 V, the correction lifts the curve by the equivalent of 0.03 mV. This tilts the fit towards a smaller slope and an earlier zero, which accounts for the sign and rough size of the shortfall. The finite step of the numerical derivative moves the zero by about 0.002 mV the other way; an exact derivative would give 25.67 mV.

## Beside a real tin dioxide electrode

The permittivity, an electron mass of 0.3 and hole mass of 1 electron mass, a gap of 3.6 eV, a donor depth of 30 meV and $C_H=20$ µF/cm² are rough typical values. The donor density is chosen, and it is low compared with the $10^{20}$ cm⁻³ or more of transparent conducting films. For the chosen density, the Helmholtz layer moves the zero by −0.02 mV. Fermi statistics alone raise the offset to 25.8 mV. Incomplete ionisation alone, with 88% of donors ionised, raises it to 25.9 mV. Both changes are smaller than effects the model leaves out. The typical donor spacing $N^{-1/3}$ is 21.5 nm, comparable with the Debye length, so treating the charge as smooth is only approximate. In a Debye–Hückel estimate, the Coulomb correlation between electrons alone lowers the offset by about 1.5 mV. The attraction of electrons to individual donors shifts it the other way by about 2.3 mV. A Debye sphere here holds only about one electron, so this linear estimate is marginal: it leaves an uncertainty of the order of 1 mV and does not settle its sign. The inferred density also depends on the permittivity: it runs from roughly 10 to 14 with crystal direction, and using 12 throughout gives between 0.83 and 1.17 times the true donor density. Real electrodes also break the assumption of a flat surface without surface states. The total capacitance scales with area, so a true area 10% above the assumed one raises the inferred density by a factor $1.1^2=1.21$. If $10^{13}$ surface states per cm² change their charge by one $e$ each during a scan, the potential across the Helmholtz layer changes by $1.6/20=0.08$ V, three times $kT/e$. A correction of 26 mV is then meaningful only if such charging is excluded or measured.

At $10^{20}$ cm⁻³ the balance changes. With the same band parameters, equation (11) gives an offset of 109 mV, so subtracting $kT/e$ would misplace flat band by 83 mV. The Helmholtz shift, proportional to $N$ at fixed $C_H$, is −2.1 mV at $10^{19}$ cm⁻³ and hence −21 mV at $10^{20}$ cm⁻³. With $C_H=20$ µF/cm² it offsets only part of the error; with 10 µF/cm² it would be four times larger, −85 mV, and would nearly cancel it. Both statements hold only for a line fitted in full depletion, which here needs a bending well above the Fermi energy of 0.26 eV. A fit between 0.25 and 1.00 V of total potential starts below that, all the more because part of the potential falls across the Helmholtz layer. In the model its zero moves a further 59 mV negative with $C_H=20$ µF/cm² and a further 176 mV negative with 10 µF/cm², and the inferred density comes out 8% and 22% too high. These are values for an ideal parabolic band without electron interactions, behind a contact that still blocks. At $10^{20}$ cm⁻³ and 1 V of bending the layer would be only about 3.4 nm thick, with a field near 5 MV/cm, and the tunnelling exponent for an electron at the Fermi level would be only about 6, falling to about 1.5 at 0.5 V of bending. The layer itself then hardly blocks, and that last condition holds only if the electrolyte offers no states to accept electrons.

For the lightly doped electrode at 1 V, tunnelling and pair creation in the layer can be sized too. An electron at the interior band edge, of mass $m$, meets a barrier $eV(1-x/W)^2$. Its tunnelling exponent is

$$2\int_0^W\frac{\sqrt{2meV}}{\hbar}\left(1-\frac xW\right)dx=\frac{W\sqrt{2meV}}{\hbar}\approx3.2\times10^2,$$

so tunnelling at that energy is negligible. The surface field is 0.17 MV/cm. A bending of 1 V is below the gap, so the surface valence band does not reach the interior conduction band, and a carrier crossing the layer does not gain the 3.6 eV needed to create a pair. Equilibrium holes at the surface would match the donor density only at a bending of about 3.4 V. Light, a leaky contact or slow surface states can invalidate the line well before that. Thermal emission over the barrier is largest at small bending: at 0.25 V it would reach about 5 A/cm² if the contact accepted every arriving electron, and tunnelling of warm electrons through the thin top of the barrier roughly doubles this in a WKB estimate. The lower end of the fit therefore relies on the blocking contact assumed at the start. The full numerical output follows.

## Calculated quantities

```
temperature: 298.15 K
donor density: 1.00e+17 cm^-3
relative permittivity (rough): 12
permittivity range (rough): 10 to 14
electron, hole mass (rough): 0.3, 1.0 m_e
gap (rough): 3.6 eV
donor depth (rough): 30 meV
Helmholtz capacitance (rough): 20 uF/cm^2
kT/e: 25.69 mV
Debye length: 13.05 nm
flat-band capacitance, formula: 0.8140 uF/cm^2
flat-band capacitance, Poisson: 0.8140 uF/cm^2
slope, formula: 117.49 cm^4/(uF^2 V)
slope, fit to Poisson: 117.48 cm^4/(uF^2 V)
fit window: 0.25 to 1.00 V
zero of fit from flat band: 25.68 mV
donor density from fit: 1.0000e+17 cm^-3
flat band recovered, error: -0.017 mV
p-type zero of fit: -25.68 mV
worst relative error of closed form: 1.3e-04
V (V) | 1/C^2 curve | line (cm^4/uF^2)
0.0257 | 2.7791 | 0.0000
0.0500 | 4.4736 | 2.8558
0.1000 | 9.1617 | 8.7302
0.2000 | 20.4972 | 20.4788
0.5000 | 55.7249 | 55.7249
1.0000 | 114.4684 | 114.4684
1/C^2 at flat band: 1.5093 cm^4/uF^2
bending of example: 1.00 V
depletion width: 113.7 nm
capacitance: 0.0935 uF/cm^2
surface field: 0.171 MV/cm
Helmholtz shift of zero: -0.0213 mV
same at 1e19 cm^-3: -2.13 mV
test Helmholtz capacitance: 1.0 uF/cm^2
its zero, Poisson: 17.16 mV
its zero, formula: 17.18 mV
band density N_c: 4.09e+18 cm^-3
offset with Fermi statistics: 25.80 mV
same at 1e20 cm^-3: 108.8 mV
ionised donor fraction in bulk: 0.879
offset with that fraction: 25.90 mV
N inferred / true, low permittivity: 0.833
N inferred / true, high permittivity: 1.167
WKB tunnelling exponent: 323
bending where holes equal donors: 3.36 V
```
